# Mobile carriers in an undoped film between equally charged surfaces

An undoped semiconductor film occupies $-d/2<z<d/2$ and is uniform in the other two directions. Its permittivity is $\varepsilon$. The only charges inside it are mobile electrons, of charge $-e$ with $e>0$ and number density $n(z)$. Each face supplies the same positive charge $\sigma$ per area, and all the field lines from this charge enter the film. The electrons are in equilibrium at temperature $T$, can be treated classically, and are dilute enough for Boltzmann statistics. They interact through their mean electrostatic potential $\phi(z)$ only. A prime denotes $d/dz$.

The charge $\sigma$ may lie directly on the faces. It may also lie on two gates behind insulating layers, in which case $\sigma$ is the normal electric displacement entering the film at each face.

## Part (a): the boundary-value problem

**Question.** Write the equation obeyed by $u=e\phi/kT$ and its boundary conditions. How many electrons does the film hold per area?

**Answer.** In equilibrium the electrochemical potential of the electrons is the same everywhere. For a dilute classical gas it is $kT\ln n-e\phi$ plus a constant, so

$$n=n_0\,e^{e\phi/kT}=n_0\,e^{u},$$

where $n_0$ is the density at the place where $\phi$ is set to zero. The exponent is positive because electrons gather where the potential is high.

The charge density is $-en$, and Poisson's equation $\varepsilon\phi''=-(\text{charge density})$ gives

$$\phi''=\frac{e\,n}{\varepsilon},\qquad u''=\frac{e^2n_0}{\varepsilon kT}\,e^{u}.$$

At the right face the field points from the positive charge into the film, towards negative $z$. Its value is $-\sigma/\varepsilon$, and since the field is $-\phi'$, the slope there is $\phi'=+\sigma/\varepsilon$. At the left face both signs are reversed. Hence

$$u'(\pm d/2)=\pm\frac{e\sigma}{\varepsilon kT}=\pm\frac{2}{b},\qquad b=\frac{2\varepsilon kT}{e\sigma}.$$

The length $b$ is the Gouy-Chapman length. Integrating Poisson's equation across the film gives

$$\frac{e}{\varepsilon}\int_{-d/2}^{d/2}n\,dz=\phi'(d/2)-\phi'(-d/2)=\frac{2\sigma}{\varepsilon}.$$

The film therefore holds $2\sigma/e$ electrons per area, just enough to neutralize the two faces. The constant $n_0$ is not free: it must be found from this charge.

## Part (b): the plane of zero field

**Question.** Show, without assuming a symmetric solution, that the field vanishes at one plane and that this plane is the centre of the film.

**Answer.** Since $n>0$, $u''>0$ throughout the film, and $u'$ rises strictly from $-2/b$ to $+2/b$. It passes through zero once, at some plane $z_0$. Set $\phi=0$ there.

The equation for $u$ contains neither $z$ nor $u'$, so it is unchanged by reflection about $z_0$. The functions $u(z_0+t)$ and $u(z_0-t)$ therefore obey the same equation, with the same value and the same zero slope at $t=0$. The right-hand side is a smooth function of $u$, so these starting data determine the solution, and the two functions coincide. Thus $u$ is even about $z_0$ and $u'$ is odd.

Suppose the right face were nearer to $z_0$ than the left face. Its mirror image would lie inside the film, and oddness would give $u'=-2/b$ there. The left face has this same slope, but a strictly rising function cannot take one value at two points. The opposite supposition fails in the same way. Hence $z_0=0$.

The centre is also where $u$, and with it $n$, is smallest. From here on $n_0$ is written $n_m$, the central density.

## Part (c): the density profile

**Question.** Define $K>0$ by $K^2=e^2n_m/(2\varepsilon kT)$. Solve for $u(z)$ and $n(z)$ in terms of $n_m$ and $K$.

**Answer.** The problem is now $u''=2K^2e^u$ with $u(0)=u'(0)=0$. Multiply by $u'$, so that both sides become derivatives:

$$\left(\tfrac12u'^2\right)'=\left(2K^2e^u\right)'.$$

Integration from the centre, where $u'=0$ and $e^u=1$, gives

$$u'^2=4K^2\left(e^u-1\right).$$

For $z>0$ the slope is positive, so $u'=2K\sqrt{e^u-1}$. Put $e^{-u/2}=\cos\theta$ with $0\le\theta<\pi/2$, which is possible because $u\ge0$. Then $e^u=1/\cos^2\theta$ and $\sqrt{e^u-1}=\tan\theta$. Differentiating the substitution gives

$$-\tfrac12u'e^{-u/2}=-\theta'\sin\theta
\quad\Longrightarrow\quad u'=2\theta'\tan\theta.$$

Equating the two expressions for $u'$ gives $2\theta'\tan\theta=2K\tan\theta$. For $z>0$, $\tan\theta$ is not zero and may be cancelled, leaving $\theta'=K$. Since $\theta\to0$ at the centre, $\theta=Kz$. With the evenness found in part (b),

$$u(z)=-2\ln\cos(Kz),\qquad n(z)=n_me^{u}=\frac{n_m}{\cos^2(Kz)}.$$

Substitution confirms the factors: $u'=2K\tan(Kz)$ and $u''=2K^2/\cos^2(Kz)=2K^2e^u$.

For mobile positive carriers between negative faces, the signs of both charge and potential are reversed, and the density has the same form.

## Part (d): the equation that fixes $K$

**Question.** Find the condition on $K$. Show that it has one acceptable root, and check that this root gives the right number of electrons.

**Answer.** The slope at the right face must be $2/b$, so $2K\tan(Kd/2)=2/b$, or

$$K\tan\frac{Kd}{2}=\frac1b=\frac{e\sigma}{2\varepsilon kT}.$$

With $x=Kd/2$ and $s=d/(2b)$ this becomes

$$x\tan x=s.$$

On $0<x<\pi/2$ the derivative of the left side, $\tan x+x/\cos^2x$, is positive. The left side rises from zero without limit, so it equals $s$ at one point of this interval.

The equation has further roots at $x>\pi/2$. For these, $\cos(Kz)$ vanishes at $z=\pi/(2K)<d/2$, inside the film, where the density would be infinite. They are rejected.

Once $K$ is known, its definition gives the central density:

$$n_m=\frac{2\varepsilon kT}{e^2}K^2=\frac{8\varepsilon kT}{e^2d^2}\,x^2.$$

The number of electrons per area is

$$\int_{-d/2}^{d/2}\frac{n_m\,dz}{\cos^2(Kz)}=\frac{2n_m}{K}\tan\frac{Kd}{2}
=\frac{4\varepsilon kT}{e^2}\,K\tan\frac{Kd}{2}=\frac{4\varepsilon kT}{e^2b}=\frac{2\sigma}{e},$$

as part (a) requires.

## Part (e): face density and limiting cases

**Question.** Relate the face density $n_s$ to $n_m$. Then find $n_m$ for small and for large $s$, and describe where the electrons lie in each case.

**Answer.** From $1/\cos^2x=1+\tan^2x$,

$$n_s=n_m+n_m\tan^2x=n_m+\frac{2\varepsilon kT}{e^2}K^2\tan^2x.$$

The condition on $K$ replaces $K\tan x$ by $1/b$, so the last term is $2\varepsilon kT/(e^2b^2)$. Inserting $b$ gives

$$n_s=n_m+\frac{\sigma^2}{2\varepsilon kT}.$$

This is a balance of forces. Multiplied by $kT$, it says that the gas pressure at the face exceeds that at the centre by $\sigma^2/(2\varepsilon)$, the electric stress of the face field.

**Weak charge, $s\ll1$.** Here $x$ is small and $\tan x=x+x^3/3+\dots$, so $x^2+x^4/3+\dots=s$. To second order $x^2=s-s^2/3$. Compare $n_m$ with the density of uniform filling, $n_u=2\sigma/(ed)$:

$$\frac{n_m}{n_u}=\frac{8\varepsilon kT}{e^2d^2}\,x^2\,\frac{ed}{2\sigma}
=\frac{4\varepsilon kT}{e\sigma d}\,x^2=\frac{2b}{d}\,x^2=\frac{x^2}{s}\simeq1-\frac s3.$$

The potential rise from centre to face is $-2\ln\cos x\simeq x^2\simeq s$ in units of $kT/e$. It is much smaller than the thermal scale, and the electrons fill the film almost evenly. For $s=0.05$ the estimate is $0.9833$; a direct numerical solution of the boundary-value problem gives $0.98355$.

**Strong charge, $s\gg1$.** Now $x$ approaches $\pi/2$. Put $x=\pi/2-\delta$, so that $\tan x=\cot\delta=1/\delta-\delta/3-\dots$. Then

$$\left(\frac\pi2-\delta\right)\left(\frac1\delta-\dots\right)=\frac{\pi}{2\delta}-1+O(\delta)=s.$$

Dropping the term of order $\delta$ gives $\delta\simeq(\pi/2)/(1+s)$, and hence

$$x\simeq\frac\pi2\,\frac{s}{1+s},\qquad
n_m\simeq n_{\rm sat}\left(\frac{s}{1+s}\right)^2,\qquad
n_{\rm sat}=\frac{2\pi^2\varepsilon kT}{e^2d^2}.$$

For $s=16$ the estimated ratio $n_m/n_{\rm sat}$ is $(16/17)^2=0.8858$; the direct solution gives $0.88611$. Because $x<\pi/2$ for every finite charge, $n_{\rm sat}$ is an upper bound on the central density within this model. It does not depend on $\sigma$.

The extra charge collects at the faces. Let $y=d/2-z$ be the distance from the right face. Then $\cos(Kz)=\sin(\delta+Ky)$, and the condition on $K$ reads $\tan\delta=Kb$, so $\delta\simeq Kb$. Where $K(y+b)\ll1$ the sine may be replaced by its argument:

$$n\simeq\frac{n_m}{K^2(y+b)^2}=\frac{2\varepsilon kT}{e^2(y+b)^2}.$$

This is the profile of a single charged face. Integrated over all $y>0$ it gives $2\varepsilon kT/(e^2b)=\sigma/e$, and integrated from $0$ to $b$ it gives half of that. When $b\ll d$, half of the electrons that neutralize a face therefore lie within about $b$ of it.

## Part (f): a silicon film

**Question.** Take $d=20$ nm, relative permittivity $11.7$, $T=300$ K and $\sigma=0.10\ \mu\mathrm{C/cm^2}$ per face. Find $b$, $K$, the densities at the centre, at $z=5$ nm and at the face, and the potential rise from centre to face. Is either limit of part (e) adequate?

**Answer.** The field just inside a face is $\sigma/\varepsilon=0.0965$ MV/cm, or $9.65$ mV/nm, and $kT/e=25.85$ mV. Therefore

$$b=\frac{2kT/e}{\sigma/\varepsilon}=\frac{2\times25.85}{9.65}\ \mathrm{nm}=5.36\ \mathrm{nm},\qquad
s=\frac{20}{2\times5.356}=1.867.$$

The root of $x\tan x=1.867$ below $\pi/2$, found numerically, is $x=1.0560$. As a check, $\tan1.0560=1.768$, and $1.0560\times1.768=1.867$. Then $K=2x/d=0.1056\ \mathrm{nm^{-1}}$.

The film holds $1.248\times10^{12}$ electrons per $\mathrm{cm^2}$. Spread over 20 nm, this is $n_u=6.24\times10^{17}\ \mathrm{cm^{-3}}$. The relation $n_m=n_ux^2/s$ gives

$$n_m=6.24\times10^{17}\times\frac{1.115}{1.867}=3.73\times10^{17}\ \mathrm{cm^{-3}}.$$

At $z=5$ nm, $Kz=0.528$ and $\cos^2(Kz)=0.746$, so $n=5.00\times10^{17}\ \mathrm{cm^{-3}}$. At the face, with $\sigma^2/(2\varepsilon kT)=11.65\times10^{17}\ \mathrm{cm^{-3}}$,

$$n_s=(3.73+11.65)\times10^{17}=1.54\times10^{18}\ \mathrm{cm^{-3}}.$$

The potential rise is $(kT/e)\ln(n_s/n_m)=25.85\times1.417=36.6$ mV.

The direct solution, started from an asymmetric guess and using neither $K$ nor the cosine, gives the same central and face densities. Its largest relative difference from the formula anywhere in the film is $4\times10^{-7}$.

Since $s$ is of order one, the film lies in neither limit, and the two formulas must be tested by their numbers. The weak-charge formula gives $n_m=2.4\times10^{17}\ \mathrm{cm^{-3}}$, which is 37% below the full result. The strong-charge formula, with $n_{\rm sat}=8.25\times10^{17}\ \mathrm{cm^{-3}}$, gives $3.5\times10^{17}\ \mathrm{cm^{-3}}$, which is 6% below it. The weak-charge formula is therefore inadequate here, while the strong-charge formula serves as an estimate of the central density: its error is smaller than that of the classical model itself, found in part (g).

At 358 K, with $\sigma$, $d$ and $\varepsilon$ held fixed, $n_m$ rises by 7% to $4.00\times10^{17}\ \mathrm{cm^{-3}}$. Heating lengthens $b$ and lowers $s$, so the same electrons spread more evenly.

## Part (g): what the classical model leaves out

**Question.** For the film of part (f), assess quantum confinement, degeneracy, holes, residual doping and the insulator. How does the model stand beside a real double-gate silicon device?

**Answer.**

*Confinement.* The classical density is highest at the face, but an electron wavefunction must vanish at a hard wall. A self-consistent Schrödinger-Poisson calculation was made for a (100) film with hard walls, Fermi statistics and both sets of silicon valleys, with masses $0.92$ and $0.19$ of the free-electron mass. It gives a central density of $5.1\times10^{17}\ \mathrm{cm^{-3}}$, 36% above the classical value. The density peaks at $8.8\times10^{17}\ \mathrm{cm^{-3}}$ about 3 nm from each face and falls to zero at the face itself.

With all masses raised a hundredfold, the excess at the centre falls from 36% to 2.9%. Quantum lengths at a given thermal energy scale as $m^{-1/2}$ and so shrink tenfold, in keeping with this fall. Heavier masses also reduce degeneracy, but that effect is shown below to be small.

The potential rise grows from 36.6 to 48.4 mV. To see why, integrate $\phi'(z)=(e/\varepsilon)\int_0^z n\,dz'$ from the centre to the face and exchange the order of integration:

$$\phi(d/2)-\phi(0)=\frac e\varepsilon\int_0^{d/2}n(z)\left(\frac d2-z\right)dz=\frac{\sigma}{\varepsilon}\,\bar y.$$

Here $\bar y$ is the mean distance of the electrons in this half from the face, since the half holds $\sigma/e$ of them per area. Division by 9.65 mV/nm gives $\bar y=3.8$ nm classically and $5.0$ nm with confinement. The electrons stand further from the charge that attracts them, and the field is screened over a longer distance.

The quantum calculation is itself a model. It omits penetration into the insulator, image forces, exchange and correlation, nonparabolic bands and surface roughness. Some of these are not small. The Bjerrum length $e^2/(4\pi\varepsilon kT)$, at which two electrons interact with energy $kT$, is 4.8 nm here, comparable to $b$, so the mean-field treatment is only marginal. An electron 1 nm from a silicon dioxide face is repelled by its image with an energy of about $0.6\,kT$, and a Debye-Hückel estimate of the correlation energy at the classical densities runs from about $-0.4\,kT$ at the centre to $-0.7\,kT$ at the face. Adding the image potential of thick oxide layers raises the central excess from 36% to about 45%; adding a local Debye-Hückel term instead lowers it to about 28%. The figure of 36% belongs to the hard-wall mean-field model, and for a real film it should be read as roughly a third.

*Degeneracy.* Let $\eta$ be the Fermi level measured from the local band edge in units of $kT$, and $N_c$ the effective density of states. For low filling, Fermi statistics gives $n/N_c=e^\eta-e^{2\eta}/2^{3/2}+\dots$. Solving to first order beyond Boltzmann statistics gives $\eta\simeq\ln(n/N_c)+(n/N_c)/2^{3/2}$. With $N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}$, the classical face density has $n_s/N_c=0.056$. The shift is $0.02\,kT$, small beside the effect of confinement.

*Holes and doping.* The product of electron and hole densities is roughly $N_c^2e^{-E_g/kT}$ if the two bands have similar densities of states. For a gap $E_g=1.12$ eV the central hole density is then some $3\times10^2\ \mathrm{cm^{-3}}$, negligible beside $n_m$. A residual doping of $10^{15}\ \mathrm{cm^{-3}}$ would carry 0.16% of the mobile charge. Both neglects fail at sufficiently small $\sigma$, where the electrons that neutralize the faces no longer dominate.

*Insulator.* In silicon dioxide of relative permittivity $3.9$, the same displacement gives a field of $0.29$ MV/cm, far below the rough breakdown value of 10 MV/cm. For a rectangular barrier of height $\Phi=3.1$ eV and thickness $t=3$ nm, with tunnelling mass $m_t$ half the free-electron mass, the factor $\exp(-2t\sqrt{2m_t\Phi}/\hbar)$ is $2\times10^{-17}$. This is the exponential part of the transmission, not a leakage current, but it supports treating the film as closed on that side.

*The real case.* The parameters are rough values for an undoped double-gate silicon body. A thickness of 20 nm is large beside the few nanometres of recent thin bodies, and the charge is moderate: a device driven strongly on carries roughly $1\ \mu\mathrm{C/cm^2}$ per face. Of the assumptions assessed above, that of classical electrons fails most clearly: confinement moves the central density by roughly a third even here, 36% in the hard-wall mean-field model. The mean-field assumption comes next: a local Debye-Hückel correction lowers the classical central density by about 11%. At $1\ \mu\mathrm{C/cm^2}$, with $T$ and $\varepsilon$ unchanged, $b$ would be $0.54$ nm and the classical face density would exceed $10^{20}\ \mathrm{cm^{-3}}$, above $N_c$. Boltzmann statistics and the classical profile near the face would then both fail. Unequal gates or unequal interface charge move the zero-field plane off centre, or leave no such plane in the film if one face supplies negative charge, and a current along the film removes the equilibrium assumed in part (a). A gate circuit usually fixes voltage rather than $\sigma$, so the temperature comparison in part (f) does not describe a device held at constant gate voltage.

The remaining digits are in the numerical output.

## Computed values

```
temperature: 300 K; kT/e: 25.852 mV
film thickness d: 20.0 nm; relative permittivity: 11.7
charge per face: 0.10 uC/cm2
electrons per area in film: 1.2483e+12 cm^-2
Gouy-Chapman length b: 5.3562 nm
s = d/(2b): 1.86699
root x = Kd/2: 1.05603 rad; x tan x: 1.86699
K: 0.10560 nm^-1
central density n_m: 3.7282e+17 cm^-3
density at z = 5 nm: 4.9965e+17 cm^-3
face density n_s: 1.5381e+18 cm^-3
sigma^2/(2 eps kT): 1.1653e+18 cm^-3
uniform density 2 sigma/(e d): 6.2415e+17 cm^-3
saturation density: 8.2487e+17 cm^-3
face potential above centre: 36.64 mV
field at face, in silicon: 0.0965 MV/cm
numerical central density: 3.7282e+17 cm^-3
numerical face density: 1.5381e+18 cm^-3
largest relative error, s = 0.05, example, 16: 2.3e-09, 4.0e-07, 2.7e-05
centre/uniform density at s = 0.05: 0.98355
centre/saturation density at s = 16: 0.88611
central density at 358 K: 4.0008e+17 cm^-3
masses used, long and transverse: 0.92, 0.19 m0
quantum central density: 5.076e+17 cm^-3
quantum change of central density: 36.2 %
same with masses x100: 2.9 %
quantum peak density: 8.818e+17 cm^-3
quantum peak distance from face: 3.0 nm
quantum face potential above centre: 48.4 mV
conduction-band density of states Nc: 2.744e+19 cm^-3
face density / Nc: 0.0561
degeneracy shift of Fermi level at face: 0.0198 kT
gap used: 1.12 eV; central hole density, rough: 3.1e+02 cm^-3
doping 1e+15 cm^-3, share of mobile charge: 0.16 %
field in oxide (permittivity 3.9): 0.290 MV/cm
oxide barrier: 3.0 nm, 3.1 eV, mass 0.5 m0
tunnelling factor through oxide: 2.4e-17
```
